# Two effective core potentials for silicon judged by all-electron Hartree-Fock

## Question

The ten electrons of the silicon core ($1s^22s^22p^6$) are replaced by an effective core potential. The valence electrons then have the one-electron operator

$$h=-\tfrac12\nabla^2-\frac4r+U_{\rm loc}(r)+U_s(r)P_s+U_p(r)P_p,\qquad U(r)=\sum_i c_i\,r^{n_i-2}e^{-\zeta_i r^2},$$

where $P_l$ projects on angular momentum $l$. Atomic units are used, except that energy differences and orbital energies are in eV. Two potentials are given.

| potential, channel | $n$ | $\zeta$ | $c$ |
|---|---|---|---|
| LANL2DZ, loc | 1 | 505.3137693 | −10 |
| | 2 | 103.2221026 | −84.9236087 |
| | 2 | 23.4569248 | −30.3299410 |
| | 2 | 6.7505693 | −12.1049046 |
| | 2 | 2.1603140 | −1.8945408 |
| LANL2DZ, $s$ | 0 | 689.4910719 | 3 |
| | 1 | 114.1728510 | 60.5206833 |
| | 2 | 35.7424336 | 201.3086137 |
| | 2 | 9.4529586 | 65.9399745 |
| | 2 | 2.2543590 | 19.0300789 |
| LANL2DZ, $p$ | 0 | 88.9379355 | 5 |
| | 1 | 76.7773538 | 6.6413817 |
| | 2 | 56.1480987 | 247.5972416 |
| | 2 | 21.1874014 | 129.3715380 |
| | 2 | 6.8277276 | 47.4617107 |
| | 2 | 2.1001192 | 11.7376574 |
| BFD, loc | 1 | 1.8072106 | 4 |
| | 2 | 2.5004323 | −13.0672559 |
| | 3 | 9.9963309 | 7.2288425 |
| BFD, $s$ | 2 | 2.2668640 | 21.2053161 |
| BFD, $p$ | 2 | 2.1165966 | 15.4369360 |

LANL2DZ is shape-consistent: its pseudo-orbitals are built to follow the all-electron valence orbitals outside the core. For silicon it rests on non-relativistic atoms. The Burkatzki-Filippi-Dolg (BFD) potential is energy-consistent: its parameters are adjusted to energies of atomic states, here scalar-relativistic ones.

Consider the ionization energy $I=E(3s^23p,{}^2P)-E(3s^23p^2,{}^3P)$ and the s-p excitation energy $X=E(3s3p^3,{}^5S)-E(3s^23p^2,{}^3P)$. All radial functions are independent of $m$ and of spin.

## (a) One energy functional for three terms

*Write the Hartree-Fock energy of all three terms in one form and find its coupling constants.*

**Answer.** Let $k,l$ label closed orbitals and $O$ the set of singly occupied spin-up orbitals. With Coulomb and exchange integrals $J_{ij}$, $K_{ij}$, a high-spin determinant has the energy

$$E=2\sum_k h_k+\sum_{kl}(2J_{kl}-K_{kl})+\sum_{m\in O}\Big[h_m+\sum_k(2J_{km}-K_{km})\Big]+\tfrac12\sum_{m\ne n\in O}(J_{mn}-K_{mn}).$$

The closed subshells are spherical, so the square bracket is the same for every $m$ of a subshell. The open electrons may therefore be spread evenly over all open spatial orbitals, with occupation $2f$ each. Define

$$D_c=2\sum_k c_kc_k^T,\qquad D_o=2f\sum_m c_mc_m^T,\qquad G(D)=J(D)-\tfrac12K(D).$$

Then

$$E=\mathrm{tr}\,h(D_c+D_o)+\tfrac12\mathrm{tr}\,D_cG(D_c)+\mathrm{tr}\,D_oG(D_c)+\tfrac12\mathrm{tr}\,D_o\big[aJ(D_o)-\tfrac b2K(D_o)\big].$$

The last term equals $2f^2\sum_{mn}(aJ_{mn}-\frac b2K_{mn})$, summed over all open orbitals. It must reproduce the open-shell repulsion.

- **$^3P$**, determinant $p_x{\uparrow}p_y{\uparrow}$. Two electrons in three orbitals give $f=1/3$. The required repulsion is $J'-K'$, where the prime denotes two different $p$ orbitals. The sum contains three diagonal terms, with $J_{mm}=K_{mm}$, and six off-diagonal ones. The diagonal terms cancel if $b=2a$. The rest is $\frac29\cdot6a(J'-K')$, so $a=3/4$ and $b=3/2$.
- **$^2P$**. One electron gives $f=1/6$. It does not repel itself, so $a=b=0$.
- **$^5S$**. The $3s$ and three $3p$ orbitals together form the open set, so $f=1/2$. The required $\frac12\sum_{m\ne n}(J_{mn}-K_{mn})$ follows with $a=1$, $b=2$.

## (b) Conditions for the orbitals

*Derive the stationarity conditions and a practical way to solve them.*

**Answer.** The two-electron terms are symmetric in their two densities. Varying $E$ therefore gives $dE=\mathrm{tr}\,F_c\,dD_c+\mathrm{tr}\,F_o\,dD_o$, with

$$F_c=h+G(D_c)+G(D_o),\qquad F_o=h+G(D_c)+aJ(D_o)-\tfrac b2K(D_o).$$

Now rotate pairs of orbitals by a small angle $\theta$, keeping them orthonormal.

- Closed with virtual: $\delta c_k=\theta c_v$ gives $dE=4\theta(F_c)_{kv}$.
- Open with virtual: $\delta c_m=\theta c_v$ gives $dE=4f\theta(F_o)_{mv}$.
- Closed with open: $\delta c_k=\theta c_m$ and $\delta c_m=-\theta c_k$ give $dE=4\theta(F_c-fF_o)_{km}$.

Rotating all $m$ of a subshell together multiplies each result by $2l+1$, which does not change the conditions

$$(F_c)_{kv}=0,\qquad(F_o)_{mv}=0,\qquad(F_c-fF_o)_{km}=0.$$

For each $l$ one assembles an effective matrix whose off-diagonal blocks are $F_c$, $F_o$ and $(F_c-fF_o)/(1-f)$. Its diagonal blocks are $F_o$ for open orbitals and $F_c$ otherwise. Diagonalization yields new orbitals, and the cycle is repeated with DIIS extrapolation (a combination of earlier matrices chosen to minimize the residual) until the off-diagonal blocks vanish.

## (c) Frozen-orbital estimates

*Keep the orbitals of $^3P$. Express $I$ and $X$ through its orbital energies and valence integrals.*

**Answer.** Let $I_s$, $I_p$ be the valence one-electron energies. In the all-electron atom they include the field of the core. Counting pairs, and exchange between parallel spins, gives the valence energies

$$E({}^3P)=2I_s+2I_p+J_{ss}+4J_{sp}-2K_{sp}+J'-K',$$
$$E({}^5S)=I_s+3I_p+3J_{sp}-3K_{sp}+3J'-3K'.$$

Their difference is

$$X_{\rm fr}=I_p-I_s-J_{ss}-J_{sp}-K_{sp}+2J'-2K'.$$

The orbital energies are the expectation value of $F_c$ for $3s$ and of $F_o$ for $3p$. With $f$, $a$, $b$ of $^3P$,

$$\varepsilon_s=I_s+J_{ss}+2J_{sp}-K_{sp},\qquad\varepsilon_p=I_p+2J_{sp}-K_{sp}+J'-K'.$$

Removing one $3p$ electron from $E({}^3P)$ removes exactly the terms of $\varepsilon_p$, so $I_{\rm fr}=-\varepsilon_p$. Subtraction also gives $\varepsilon_p-\varepsilon_s=I_p-I_s-J_{ss}+J'-K'$, and hence

$$X_{\rm fr}=(\varepsilon_p-\varepsilon_s)-K_{sp}-K'+(J'-J_{sp}).$$

Relaxing the orbitals of the final state can only lower its energy, so $I\le I_{\rm fr}$ and $X\le X_{\rm fr}$ when $^3P$ is kept at its own optimum.

## (d) The comparison

*Choose basis sets and references, and find the errors of both potentials.*

**Answer.** The occupied orbitals are $s$ and $p$ functions, so with spherical shells no $d$ functions are needed. Uncontracted Gaussians with exponents $0.03\cdot2^k$ serve: 26 $s$ and 16 $p$ functions for all electrons, 12 $s$ and 12 $p$ functions for the valence calculations. Contracted functions made for another Hamiltonian would mix a basis error into the comparison.

LANL2DZ is compared with non-relativistic Hartree-Fock (NR). BFD is compared with spin-free X2C Hartree-Fock, in which the one-electron Dirac problem is reduced to a two-component one and spin-dependent terms are dropped. The electron repulsion is left non-relativistic, so this reference need not coincide with the one used in the BFD fit.

The self-consistent solutions have the total energies below, in hartree. The last digits belong to this basis: a more complete basis lowers the totals by about 0.0001 (NR), 0.00025 (X2C) and 0.00001 hartree (LANL2DZ, BFD), almost equally for the three terms, so the differences are unaffected at the digits used.

| model | $^3P$ | $^2P$ | $^5S$ |
|---|---|---|---|
| NR | −288.854238 | −288.573007 | −288.762914 |
| X2C | −289.458995 | −289.178176 | −289.365793 |
| LANL2DZ | −3.677417 | −3.388615 | −3.602319 |
| BFD | −3.678588 | −3.397096 | −3.589483 |

For example, the NR ionization energy is $-288.573007+288.854238=0.281231$ hartree, or 7.653 eV. Treating all rows in this way gives, in eV:

| model | $I$ | $X$ | $\varepsilon_s$ | $\varepsilon_p$ |
|---|---|---|---|---|
| NR | 7.653 | 2.485 | −14.690 | −8.085 |
| LANL2DZ | 7.859 | 2.044 | −14.498 | −8.281 |
| X2C | 7.641 | 2.536 | −14.740 | −8.073 |
| BFD | 7.660 | 2.425 | −14.724 | −8.080 |

Relative to its reference, LANL2DZ errs by $+0.21$ eV in $I$ and $-0.44$ eV in $X$. BFD errs by $+0.02$ eV and $-0.11$ eV. Both potentials make the s-p excitation too cheap.

The basis is not responsible. Starting the exponents at 0.02 with ratio 1.85, and extending the largest valence exponent from 61 to about 380 bohr$^{-2}$, changes $I$ and $X$ by at most 0.0002 eV in the NR, LANL2DZ and BFD calculations.

The reference matters for BFD. Relativity shifts the all-electron $X$ by $2.536-2.485=+0.051$ eV. Against the NR value, the BFD error would appear to be only $-0.06$ eV, because an omitted relativistic shift would hide part of it. For LANL2DZ the X2C reference would enlarge the discrepancy to $-0.49$ eV, so a wrong assignment of its reference cannot explain its error.

## (e) Where the errors come from

*Use part (c) to analyse the errors. Is the frozen core to blame?*

**Answer.** For ionization, the LANL2DZ value of $-\varepsilon_p$ is too large by $8.281-8.085=0.196$ eV. This is nearly the whole error of 0.206 eV. The remaining 0.010 eV arises because relaxation lowers $I$ by 0.422 eV instead of 0.432 eV.

For the excitation, take the change of each term of $X_{\rm fr}$ from reference to potential. The exchange integrals $(K_{sp},K')$ in eV are $(2.126,0.542)$ for NR, $(2.218,0.563)$ for LANL2DZ, $(2.125,0.542)$ for X2C and $(2.174,0.553)$ for BFD. Relaxation is $X-X_{\rm fr}$, and the Coulomb entry is what remains of the total.

| part of the error of $X$ (eV) | LANL2DZ | BFD |
|---|---|---|
| $\varepsilon_p-\varepsilon_s$ | −0.39 | −0.02 |
| $-K_{sp}-K'$ | −0.11 | −0.06 |
| $J'-J_{sp}$ | +0.05 | −0.02 |
| relaxation | +0.01 | −0.01 |
| total | −0.44 | −0.11 |

The LANL2DZ error is thus mainly an error of the orbital-energy gap: $3s$ lies 0.19 eV too high and $3p$ 0.20 eV too low. In BFD the largest row is $-K_{sp}-K'$, but this ranking depends on the grouping, because $\varepsilon_p-\varepsilon_s$ itself contains $-J_{ss}+J'-K'$. Grouped as in the first form of $X_{\rm fr}$, the BFD error is $+0.04$ eV one-electron, $-0.07$ eV Coulomb, $-0.07$ eV exchange and $-0.01$ eV relaxation, so Coulomb and exchange contribute about equally.

Now compare the orbital shapes. Beyond 2 bohr, the normalized radial functions $u=rR$ of LANL2DZ differ from the NR ones by at most 0.003 ($3s$) and 0.008 ($3p$) bohr$^{-1/2}$. For BFD the differences from X2C are 0.005 ($3s$) and less than 0.001 ($3p$). For $3s$, LANL2DZ has the smaller maximum difference but an orbital-energy error about ten times larger, so a small absolute difference in the tail does not guarantee a good orbital energy. The relative differences at 4 bohr show the contrast better. There the LANL2DZ $3s$ function lies about 1% above the NR one and the $3p$ function about 2% below it, while both BFD functions are within 0.5% of X2C. At 8 bohr the LANL2DZ $3p$ function is 6 to 7% too small. These signs fit a $3s$ orbital that is bound too weakly and a $3p$ orbital that is bound too strongly. A shape-consistent construction matches orbital energies in the state from which the potential is generated. The mismatch is not peculiar to $^3P$: the errors of the $3s$ and $3p$ orbital energies are $+0.16$ and $-0.26$ eV in $^2P$ and $+0.06$ and $-0.17$ eV in $^5S$, so neither of these states is reproduced either. The origin of the mismatch is not determined here.

Both potentials overestimate $K_{sp}$, by 4.3% and 2.3%. The all-electron $3s$ and $3p$ functions have two and one radial nodes, the pseudo-orbitals none. How much of the excess belongs to the inner region depends on where that region is taken to end. If the radial integral for $K_{sp}$ is split at 1.2 bohr, the excess of BFD over the X2C value comes from terms with at least one electron inside (at 1.0 bohr about half of it would come from both electrons outside), whereas about half of the LANL2DZ excess comes from both electrons outside. With the split at 2 bohr, nearly all of the LANL2DZ excess also involves at least one electron inside.

To test the frozen core, keep $1s$, $2s$ and $2p$ from the all-electron $^3P$ solution and relax only the valence orbitals. This raises $I$ by 0.0003 eV and $X$ by 0.003 to 0.004 eV in the two references. The effect on $X$ is small and has the opposite sign to both errors, so the missing core relaxation is not their cause.

## (f) Behaviour at the nucleus and many-body use

*Compare the two potentials as $r\to0$. What do the results imply for a correlated calculation?*

**Answer.** In BFD the local potential, including $-4/r$, expands as

$$-\frac4r+\frac4r(1-\zeta_1r^2)+c_2+c_3r+O(r^2)=c_2+(c_3-4\zeta_1)r+O(r^2).$$

Since $4\zeta_1=7.2288424$ agrees with $c_3=7.2288425$ within the rounding of the table, the linear term vanishes too. The $s$ and $p$ terms add constants. The potential is finite at the nucleus and has no cusp there (the first odd power left is $r^3$), which suits quantum Monte Carlo, where $H\Psi/\Psi$ is sampled point by point and a divergence increases its scatter.

In LANL2DZ the $s$ channel begins with $3/r^2$. With $u\sim r^q$, the leading terms of the radial equation require $\frac12q(q-1)=3$, so $q=3$. An $s$ pseudo-orbital then starts as $R\sim r^2$. A trial orbital that is finite at the nucleus leaves a $1/r^2$ divergence in $H\Psi/\Psi$.

A correlated calculation adds valence correlation to the chosen Hamiltonian; it does not repair that Hamiltonian. The errors found here are already present at the mean-field level, and the altered valence integrals enter the correlation energy as well. How much they change it cannot be inferred from Hartree-Fock. Nor do these numbers measure agreement with experiment, since correlation and spin-orbit coupling are absent, and two potentials for one atom do not rank the two methods of construction.
